# Crossover length of weak Kardar-Parisi-Zhang roughening in two dimensions

## The decision

A simulation of a growing film covers a lateral size $L$ with a short-distance cutoff $a$. Can the slope-dependent growth term be dropped, leaving a linear equation whose modes are independent? For a two-dimensional surface the answer depends on a logarithm. A weak nonlinearity becomes strong at a length proportional to $\exp(8\pi/g^2)$, but it changes the effective noise well before that.

The equation for the height $h(\mathbf x,t)$, in the frame moving with the flat film, is

$$\partial_t h=\nu\nabla^2h+\frac{\lambda}{2}|\nabla h|^2+\eta,\qquad \langle\eta\eta'\rangle=2D\,\delta^2(\mathbf x-\mathbf x')\,\delta(t-t').$$

Here $\nu>0$, the coefficients are isotropic and the noise is Gaussian. Modes are kept up to $\Lambda=1/a$. The factor 2 in the noise correlator fixes the number in the exponent.

## Simple case: $\lambda=0$

Each Fourier mode relaxes at the rate $\nu q^2$. With momentum delta functions stripped off, its stationary correlation is

$$C_q(\tau)=\int_{-\infty}^{0}2D\,e^{-\nu q^2(|\tau|-2t')}dt'=\frac{D}{\nu q^2}e^{-\nu q^2|\tau|}.$$

From a flat start the equal-time spectrum is $D(1-e^{-2\nu q^2t})/(\nu q^2)$. Put $y=2\nu q^2t$, so that $dq/q=dy/2y$, and $z=2\nu t/a^2$. The mean square roughness is

$$W^2=\frac{D}{2\pi\nu}\int_0^{1/a}\frac{dq}{q}\left(1-e^{-2\nu q^2t}\right)=\frac{D}{4\pi\nu}\int_0^z\frac{1-e^{-y}}{y}dy=\frac{D}{4\pi\nu}\left[\ln z+\gamma_E+E_1(z)\right],$$

where $\gamma_E$ is Euler's constant and $E_1$ the exponential integral.

**Limit.** For $z\to0$ the integral is $z$, so $W^2=Dt/(2\pi a^2)$. This is noise accumulating without smoothing: $2Dt$ times the mode density $\int d^2q/(2\pi)^2=1/(4\pi a^2)$.

## Which combination measures the nonlinearity?

Give height its own unit $H$, and let $d$ be the substrate dimension. Then $\nu\sim L^2/T$, $\lambda\sim L^2/(HT)$ and $D\sim H^2L^d/T$. The combination free of $H$ and $T$ is

$$g^2=\frac{\lambda^2D}{\nu^3}\sim L^{d-2}.$$

In two dimensions it is a pure number. Power counting then gives neither growth nor decay with scale, and fluctuations decide.

**What happens to $\lambda$.** Let $f$ solve the equation and set $h=f(\mathbf x+\lambda\mathbf ut,t)+\mathbf u\cdot\mathbf x+\lambda u^2t/2$. Then

$$\partial_th=\partial_tf+\lambda\mathbf u\cdot\nabla f+\tfrac{\lambda}{2}u^2,\qquad \tfrac{\lambda}{2}|\nabla h|^2=\tfrac{\lambda}{2}|\nabla f|^2+\lambda\mathbf u\cdot\nabla f+\tfrac{\lambda}{2}u^2.$$

The extra terms cancel, so $h$ solves the same equation with the noise carried along by the shift. Noise that is white in time is statistically unchanged by this. A mean tilt $\mathbf u$ therefore adds $\lambda u^2/2$ to the mean growth rate, with the original $\lambda$, whatever the fluctuations do. Defined by this response, $\lambda$ does not change with scale.

## Adding the nonlinearity to second order

Write $\int_q=\int d^dq/(2\pi)^d$ and $\mathbf p=\mathbf k-\mathbf q$. Since $\nabla h$ becomes $i\mathbf q h_q$,

$$\partial_th_k=-\nu k^2h_k-\frac{\lambda}{2}\int_q(\mathbf q\cdot\mathbf p)\,h_qh_p+\eta_k.$$

**Smoothing.** Impose a weak static mode $H_k$. It combines with $h_{-q}$ to drive $h_p$. Two orderings cancel the factor $1/2$, and the source is $-\lambda\,\mathbf k\cdot(-\mathbf q)H_kh_{-q}$. Hence

$$\delta h_p(t)=\lambda(\mathbf k\cdot\mathbf q)H_k\int_0^\infty d\tau\,e^{-\nu p^2\tau}h_{-q}(t-\tau).$$

Put this back into the nonlinear term. Either factor may be the perturbed one, which gives another 2. The average adds $-\lambda\int_q(\mathbf q\cdot\mathbf p)\langle h_q\delta h_p\rangle$ to $\partial_th_k$. The time integral of $e^{-\nu(q^2+p^2)\tau}$ is $1/[\nu(q^2+p^2)]$, so

$$\nu_{\rm eff}k^2=\nu k^2+\frac{\lambda^2D}{\nu^2}\int_q\frac{(\mathbf q\cdot\mathbf p)(\mathbf k\cdot\mathbf q)}{q^2(q^2+p^2)}.$$

**Noise.** The product $h_qh_p$ also acts as a random source. Its zero-frequency spectrum has two Wick pairings and equals $2(D_{\rm eff}-D)$:

$$2(D_{\rm eff}-D)=2\frac{\lambda^2}{4}\int_q(\mathbf q\cdot\mathbf p)^2\int_{-\infty}^{\infty}C_qC_p\,d\tau.$$

With $\int C_qC_p\,d\tau=2D^2/[\nu^3q^2p^2(q^2+p^2)]$ this becomes

$$\frac{D_{\rm eff}}{D}=1+\frac{g^2}{2}\int_q\frac{(\mathbf q\cdot\mathbf p)^2}{q^2p^2(q^2+p^2)}.$$

**Limit: one dimension.** Here the two relative corrections must agree. The Gaussian weight $\exp[-(\nu/2D)\int(\partial_xh)^2dx]$ remains stationary, for two reasons. The nonlinear term conserves the exponent, because $\int\partial_x^2h\,(\partial_xh)^2dx=\frac13\int\partial_x(\partial_xh)^3dx=0$. It also conserves phase-space volume, because $h_k$ enters its own equation only with the mode $h_0$, at coefficient $k\cdot0=0$.

Averaging the response $G(t)=\partial h_k(t)/\partial h_k(0)$ over this Gaussian by parts gives $C(t)=C_0G(t)$, with $C_0=D/(\nu k^2)$. Integrated over all times, $C$ gives $2C_0\hat G$. By definition it also gives $2D_{\rm eff}\hat G^2$, with $\hat G=1/(\nu_{\rm eff}k^2)$. Therefore $D_{\rm eff}/\nu_{\rm eff}=D/\nu$.

The integrals obey this. Average the smoothing integrand over the exchange $q\leftrightarrow p$ and use $qp(1/q+1/p)=q+p=k$. Both relative corrections become $(g^2/2)\int_q1/(q^2+p^2)$.

## Two dimensions: smoothing gains no logarithm

Set $\mathbf q=\mathbf k/2+\mathbf Q$ and $\mathbf p=\mathbf k/2-\mathbf Q$, with $Q<\Lambda$. Then $\mathbf q\cdot\mathbf p=k^2/4-Q^2$ and $q^2+p^2=2Q^2+k^2/2$ do not depend on the angle of $\mathbf Q$. After exchange symmetrization the angle enters through

$$\frac12\left[\frac{\mathbf k\cdot\mathbf q}{q^2}+\frac{\mathbf k\cdot\mathbf p}{p^2}\right].$$

With $\mathbf c=\mathbf k/2$ we have $\mathbf q/q^2=\nabla_c\ln|\mathbf Q+\mathbf c|$. The average of this logarithm over a circle of radius $Q$ is $\ln\max(Q,c)$, the potential of a charged ring. Its gradient vanishes for $Q>k/2$. For $Q<k/2$ it is $\mathbf c/c^2$, and $\mathbf k\cdot\mathbf c/c^2=2$. The two terms have equal averages, so the half-bracket averages to 2 inside and 0 outside.

With $s=Q^2/k^2$ and $Q\,dQ=k^2ds/2$,

$$\frac{\nu_{\rm eff}}{\nu}-1=\frac{g^2}{4\pi}\int_0^{1/4}\frac{\frac14-s}{\frac14+s}ds=\frac{g^2}{4\pi}\left(\tfrac12\ln2-\tfrac14\right)=0.0077\,g^2.$$

Short waves contribute nothing here. The shift is the same at every $k\ll\Lambda$, and $\nu$ does not run at this order.

## Two dimensions: the noise does

In units of $k$, $q^2p^2=(s+\frac14)^2-s\cos^2\theta$. The angular average of $1/(A^2-B^2\cos^2\theta)$ is $1/(A\sqrt{A^2-B^2})$. With $A=s+\frac14$ and $B^2=s$ the root is $|s-\frac14|$. Thus

$$\frac{D_{\rm eff}}{D}-1=\frac{g^2}{2}\,\frac1{4\pi}\int ds\,\frac{(s-\frac14)^2}{A|s-\frac14|\,2A}=\frac{g^2}{16\pi}\int_{1/4}^{U}\frac{|u-\frac12|}{u^2}du,$$

where $u=s+\frac14$ and $U=\Lambda^2/k^2+\frac14$. The part below $u=\frac12$ gives $1-\ln2$. The part above gives $\ln U+1/(2U)+\ln2-1$. Their sum is

$$\frac{D_{\rm eff}}{D}=1+\frac{g^2}{16\pi}\left[\ln U+\frac1{2U}\right]\longrightarrow1+\frac{g^2}{8\pi}\ln\frac{\Lambda}{k}\qquad(k\ll\Lambda).$$

Pairs of short waves beat against each other and drive long waves at random. Every octave of short waves contributes equally, hence the logarithm.

Direct quadrature of the original integrals gives $0.039788$ for the logarithmic slope of $D_{\rm eff}/D$ per unit $g^2$, against $1/(8\pi)=0.039789$. For $\nu$ the slope is $-5\times10^{-8}$, negligible beside that of $D$. This remnant comes from the quadrature region, whose edge is slightly elliptical at finite $k/\Lambda$. It vanishes as $k/\Lambda\to0$, and the circular cutoff $Q<\Lambda$ used above gives exactly zero. Cutting both $q$ and $p$ at $\Lambda$ instead lowers the shift of $\nu$ by a term of order $k/\Lambda$, from $0.0077\,g^2$ to $0.0074\,g^2$ at $k=\Lambda/14$, again without a logarithm.

## From one correction to a flow

The expansion needs $(g^2/8\pi)\ln(\Lambda/k)\ll1$. To go further, remove the short waves in small steps of $l=\ln(\Lambda/k)$ and use the current coefficients in each step:

$$\frac{d\nu}{dl}=0,\qquad\frac{d\lambda}{dl}=0,\qquad\frac{dD}{dl}=\frac{g^2}{8\pi}D.$$

Since $g^2\propto D$ at fixed $\lambda$ and $\nu$,

$$\frac{dg^2}{dl}=\frac{g^4}{8\pi},\qquad\frac{d}{dl}\frac1{g^2}=-\frac1{8\pi},\qquad g^2(l)=\frac{g^2}{1-g^2l/8\pi}.$$

On the right $g^2$ is the starting value. The coupling grows for either sign of $\lambda$, with a rate that vanishes faster than $g^2$ itself: the nonlinearity is marginally relevant. For small $l$ the flow returns the single correction above.

A fixed threshold $g_c^2$ is reached at

$$\ell_\times=a\exp\left(\frac{8\pi}{g^2}-\frac{8\pi}{g_c^2}\right).$$

The threshold changes the prefactor and leaves the exponential alone. Letting $g_c^2\to\infty$ gives $a\exp(8\pi/g^2)$. That pole marks the end of the approximation; the surface does not diverge there.

One loop leaves a gap. A further term $cg^6$ in the flow would add $64\pi^2c\ln g^2$ to $\ln\ell_\times$, a power of $g$ in front of the exponential. A second route is needed to see whether such a factor appears.

## An independent route: two replicas

Define $Z=\exp(\lambda h/2\nu)$. Then $\nu\nabla^2Z=\frac{\lambda}{2\nu}Z\left[\nu\nabla^2h+\frac{\lambda}{2}|\nabla h|^2\right]$, and the nonlinear equation becomes linear:

$$\partial_tZ=\nu\nabla^2Z+\frac{\lambda}{2\nu}\eta Z.$$

For this route the cutoff is placed in the noise: $\delta^2(\mathbf r)$ is replaced by a normalized Gaussian $w(r)$ of width $s_0$ per component. The second moment $M(r,t)=\langle Z(\mathbf x)Z(\mathbf x+\mathbf r)\rangle$ receives $2\nu\nabla^2M$ from the two Laplacians and $(\lambda/2\nu)^2\,2Dw\,M$ from the shared noise. A uniform growth factor from the noise at coincident points is dropped. Inserting $M=\psi e^{2\nu\kappa^2t}$ and dividing by $2\nu$,

$$-\nabla^2\psi-\frac{g^2}{4}w(r)\psi=-\kappa^2\psi.$$

This is a weakly attractive well in two dimensions, with a bound state of size $1/\kappa$. Its Green function is $K_0(\kappa\rho)/2\pi\approx[\ln(2/\kappa\rho)-\gamma_E]/2\pi$. Across the well $\psi$ is constant up to relative order $g^2$. Averaging the integral equation over $w$ gives

$$1=\frac{g^2}{8\pi}\left[\ln\frac2\kappa-\gamma_E-\langle\ln\rho\rangle\right].$$

Here $\rho$ is the distance between two points drawn from $w$. Since $\rho^2/4s_0^2$ is exponentially distributed with mean 1, its logarithm averages to $-\gamma_E$, and $\langle\ln\rho\rangle=\ln(2s_0)-\gamma_E/2$. Therefore

$$\frac1\kappa=s_0\,e^{\gamma_E/2}\,e^{8\pi/g^2}\qquad(g^2\to0).$$

The variation of $\psi$ shifts the bracket by order $g^2$, which vanishes in this limit. No power of $g$ appears in this length.

**Test.** Solving the eigenvalue problem numerically gives $g^2=1.01694$ for $\ln(1/\kappa s_0)=25$ and $g^2=0.63286$ for 40. The slope against $1/g^2$ is $25.134$; $8\pi=25.133$. The remaining offset is $0.287$, against $\gamma_E/2=0.289$.

The second moment of $Z$ gives extra weight to rare regions, high ones for $\lambda>0$ and low ones for $\lambda<0$, so $1/\kappa$ is not the correlation length of a typical surface. It confirms the exponential independently. That the typical crossover length also lacks a power of $g$ is a conjecture here.

## Numbers for a silicon film

Take round parameters in the rough regime of low-pressure chemical vapour deposition of amorphous silicon from silane: 823 K, 0.3 Torr and a growth rate $v=0.05$ nm/s. If the film grows equally fast along its local normal, $\partial_th=v\sqrt{1+|\nabla h|^2}$. Expanding the root gives $\lambda=v$. Choose $\nu=0.02$ nm²/s, $D=0.01$ nm⁴/s and $a=1$ nm. Then

$$g^2=\frac{(0.05)^2(0.01)}{(0.02)^3}=3.125,\qquad\frac{8\pi}{g^2}=8.04,\qquad a\,e^{8.04}\approx3.1\ \mu\text{m}.$$

The threshold $g_c^2=8\pi$ gives 1.1 µm instead, smaller by a factor $e$. The replica equation solved at this $g^2$ gives $\ln(1/\kappa s_0)=8.32$; its weak-coupling formula gives 8.33.

**Can the film reach it?** A wave with $1/k=3.1$ µm relaxes in $1/(\nu k^2)=4.8\times10^8$ s, about 15 years, while 2.4 cm of film would grow. A 500 nm film takes $10^4$ s. Its lateral length is $\sqrt{\nu t}=14$ nm, so $l=\ln14.1=2.65$. At that scale

$$\frac{D(l)}{D}=\frac1{1-0.1243\times2.65}\approx1.5.$$

The first-order formula gives 1.33. Both values are zero-frequency noise strengths of a stationary surface. At $1/k=14$ nm, second-order perturbation theory gives an equal-time height spectrum 1.28 times the linear one for a stationary surface, and 1.26 times from a flat start, where this $1/k$ equals $\sqrt{\nu t}$. Only the size of the effect, tens of per cent, is therefore reliable. Linear theory gives an rms roughness of about 0.5 nm with the bare $D$. The second-order increase of the spectrum falls at shorter wavelengths, to 10% at $ka=0.3$ and 3% at $ka=0.6$, so the rms roughness rises by only about 7%. For these parameters the film stays far from strong coupling, yet dropping $\lambda$ while keeping the microscopic $D$ misses an increase of tens of per cent in the long-wavelength spectrum. For the height spectrum, a linear simulation is adequate when $(g^2/8\pi)\ln(L/a)\ll1$, with $L$ replaced by $\sqrt{\nu t}$ if that is smaller. It cannot describe the skewness of the heights, which is zero in the linear theory. When this quantity is below 1 but not small, $D$ must be adjusted to the scale of interest. As it approaches 1, the linear equation itself fails.

**Sensitivity.** With $\lambda$, $D$ and $a$ fixed, the exponent varies as $\nu^3$. Lowering $\nu$ by 10% gives 0.35 µm; raising it by 10% gives 45 µm. An uncertainty of 10% in $\nu$ thus leaves this crossover length uncertain by a factor of about ten in either direction.

**Beside the real process.** The growth rate, temperature and pressure are of the usual order for this process; $\nu$ and $D$ are effective model values, not measurements. The chosen $D$ corresponds to independent events that each add about 20 atoms. If single atoms arrived independently, $2D$ would be the atomic volume times $v$, giving $D=5.0\times10^{-4}$ nm⁴/s and $g^2=0.16$. The crossover length would then be about $10^{70}a$, beyond any sample. With the other parameters fixed, the assumed size of the deposition events thus decides whether the crossover lies at micrometres or beyond any sample. Amorphous silicon held near 823 K also crystallizes in far less than 15 years, so the model would lose its meaning long before the crossover.

## Effects left out

**Steeper slopes.** The mean square slope is $D/(4\pi\nu a^2)=0.04$, an rms slope of 0.2. Averaging the full square root over Gaussian slopes shows that the quadratic term overestimates the slope contribution to the mean growth rate by 1.9% of its value. The crossover is more sensitive. The same average lowers the response to a small tilt, and so the effective $\lambda$, by 3.7%. This raises the exponent by about 0.62 and multiplies the crossover length by about 1.9.

**Surface diffusion.** Add $-K\nabla^4h$ with $K=0.01$ nm⁴/s, and let $x=KQ^2/\nu$, with $X=0.5$ at the cutoff. The relaxation rate becomes $\Gamma=\nu Q^2(1+x)$ and the equal-time spectrum $C=D/\Gamma$. The noise integrand, proportional to $C^2/\Gamma$, gains a factor $(1+x)^{-3}$. The logarithm loses

$$\frac12\int_0^X\frac{dx}{x}\left[1-(1+x)^{-3}\right]=0.51.$$

For smoothing, expand the symmetrized integrand at small $k$. The angular average of $\mathbf k\cdot\mathbf q\,C_q+\mathbf k\cdot\mathbf p\,C_p$ is $k^2(C+QC'/2)=-k^2Cx/(1+x)$. Multiplying by $\lambda^2(\mathbf q\cdot\mathbf p)/[2(\Gamma_q+\Gamma_p)]\to-\lambda^2Q^2/4\Gamma$ and integrating,

$$\frac{\delta\nu}{\nu}=\frac{g^2}{16\pi}\int_0^X\frac{dx}{(1+x)^3}=\frac{g^2}{32\pi}\left[1-\frac1{(1+X)^2}\right]=1.7\%.$$

The exponent rises by $3(8\pi/g^2)(\delta\nu/\nu)=0.42$. Together the shifts multiply the crossover length by $e^{0.51+0.42}\approx2.5$. Both are independent of $g$, so they alter the prefactor and not the exponential law. For the 500 nm film, including $K$ in both the linear and the nonlinear equation lowers the second-order increase of the height spectrum at $1/k=\sqrt{\nu t}$ from 26% to 19%.

**Shadowing by the gas.** Kinetic theory gives a molecular flux $P/\sqrt{2\pi mk_BT}$. Comparing it with the deposited atoms gives a reaction probability $r\approx4\times10^{-6}$. The mean free path, about 0.3 mm for a molecular diameter of roughly 0.5 nm, far exceeds the surface wavelengths, so transport near the surface is ballistic. For an isotropic gas the flux follows the cosine law and the hidden directions lie near the horizon. The shadowed flux is therefore second order in the slope and gives no linear growth rate. On a shallow sinusoidal ripple the mean loss is half the mean square slope, the same size as the gain from the $\lambda$ term. For a species that always sticks the two cancel in the mean growth rate, since everything crossing a plane above the film is deposited. With reaction probability $r$ and cosine re-emission, all but a fraction $r$ of the loss is returned, so the slope contribution falls by the relative amount $r$ at any scale, which is negligible here. This $r$ is an average over all species. If a fraction $f$ of the film comes from gas-phase intermediates that stick on first contact, the slope contribution to the mean growth rate falls by about $f$, and $\lambda=v$ no longer holds.

**Anisotropy.** The circle averages used equal coefficients in all directions. That is reasonable for an amorphous film. On a stepped crystal surface the coefficients can differ along and across the steps, and the law derived here should not be applied without repeating those averages.

## Computed results

```
8 pi = 25.1327
quadrature: d(D_eff/D)/dl per g2 = 0.039788; 1/(8 pi) = 0.039789
quadrature: d(nu_eff/nu)/dl per g2 = -5.3e-08
constant nu correction per g2: quadrature 0.007685, formula 0.007685
replica: g2 at ln(size/width) 25 and 40 = 1.01694, 0.63286
replica: slope of ln(size) against 1/g2 = 25.1345
replica: offset = 0.2869; Euler gamma/2 = 0.2886
input growth rate = lambda = 0.05 nm/s
input nu = 0.02 nm^2/s, D = 0.01 nm^4/s, K = 0.01 nm^4/s
input a = 1.0 nm, film thickness = 500.0 nm
input T = 823.0 K, p = 0.3 Torr
input silane mass = 32.12 u, diameter = 0.5 nm
g2 = 3.1250, g2/(8 pi) = 0.1243
exponent 8 pi/g2 = 8.0425
crossover length, one-loop pole = 3110 nm = 3.11 um
crossover length, threshold g2(l)=8 pi = 1144 nm
flow with measured slopes: l at threshold = 7.0425; formula 7.0425
replica at this g2: ln(size/width) = 8.3226; weak-coupling formula 8.3311
crossover time = 4.84e+08 s = 15.3 years
thickness grown in that time = 2.42 cm
crossover length for nu -10% = 352 nm
crossover length for nu +10% = 44558 nm
film growth time = 10000 s
film lateral length sqrt(nu t) = 14.14 nm, l = 2.649
film noise enhancement D(l)/D = 1.491
film rms roughness, linear theory = 0.511 nm
silicon atomic volume = 0.02002 nm^3
atoms per independent event implied by D = 20.0
single-atom shot noise: D = 5.006e-04 nm^4/s, g2 = 0.1564
single-atom shot noise: log10(length/a) = 69.8
rms slope = 0.199
quadratic growth law overestimates slope term by 1.88 % of its value
surface diffusion: X = 0.50, lost log = 0.508
surface diffusion: relative nu shift = 1.73 %
surface diffusion multiplies crossover length by 2.52
silane reaction probability = 3.85e-06
gas mean free path = 256 um
shadowing/smoothing ratio at crossover length = 0.030
shadowing/smoothing ratio at film length = 1.4e-04
```
